# Angular Correlation of Two Photons Emitted in a Cascade: a program that tests the result

```python
"""Angular correlation of two photons emitted in a cascade Ii -(L1)-> I -(L2)-> If.

Result under test, with theta the angle between the photons:
  W(theta) = sum over even k of F_k(L1,Ii,I) F_k(L2,If,I) P_k(cos theta)
  F_k(L,J,I) = (-1)^(J+I-1) (2L+1) sqrt((2I+1)(2k+1))
               * 3j(L L k; 1 -1 0) * 6j{L L k; I I J}
Ii, I, If: angular momenta of the levels; L1, L2: pure multipole orders.
The initial level is unpolarized, polarizations are not observed and the
intermediate level is undisturbed. W has average 1 over the sphere.
Special cases: 0-1-0 gives 1+cos^2; quadrupole 4-2-0 gives
1+cos^2/8+cos^4/24, each up to a constant factor.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_legendre, factorial, lpmv
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

HALF = sp.Rational(1, 2)


def sublevels(j):
    return [-j + i for i in range(int(2 * j) + 1)]


def sign(n):
    return -1 if int(n) % 2 else 1


@lru_cache(maxsize=None)
def cg(j1, m1, j2, m2, j, m):
    """Clebsch-Gordan coefficient <j1 m1, j2 m2 | j m>."""
    if abs(m1) > j1 or abs(m2) > j2 or abs(m) > j or m1 + m2 != m:
        return 0.0
    return float(clebsch_gordan(j1, j2, j, m1, m2, m))


@lru_cache(maxsize=None)
def three_j(a, b, c, x, y, z):
    if abs(x) > a or abs(y) > b or abs(z) > c:
        return 0.0
    return float(wigner_3j(a, b, c, x, y, z))


@lru_cache(maxsize=None)
def F_exact(k, L, J, I):
    return sp.simplify(sign(J + I - 1) * (2 * L + 1)
                       * sp.sqrt((2 * I + 1) * (2 * k + 1))
                       * wigner_3j(L, L, k, 1, -1, 0)
                       * wigner_6j(L, L, k, I, I, J))


def even_ranks(I, *orders):
    return range(0, int(min([2 * I] + [2 * L for L in orders])) + 1, 2)


def W_series(cascade, x):
    Ii, L1, I, L2, If = cascade
    return sum(float(F_exact(k, L1, Ii, I) * F_exact(k, L2, If, I))
               * eval_legendre(k, x) for k in even_ranks(I, L1, L2))


# Direct calculation from the multipole fields, for any two directions.
def Y(L, M, n):
    if abs(M) > L:
        return 0.0
    if M < 0:
        return sign(M) * np.conj(Y(L, -M, n))
    norm = np.sqrt((2 * L + 1) / (4 * np.pi)
                   * factorial(L - M) / factorial(L + M))
    return norm * lpmv(M, L, n[2]) * np.exp(1j * M * np.arctan2(n[1], n[0]))


def vector_harmonic(L, M, n):
    """Orbital angular momentum operator acting on Y_LM, normalized."""
    up = np.sqrt((L - M) * (L + M + 1)) * Y(L, M + 1, n)
    down = np.sqrt((L + M) * (L - M + 1)) * Y(L, M - 1, n)
    vec = np.array([(up + down) / 2, (up - down) / 2j, M * Y(L, M, n)])
    return vec / np.sqrt(L * (L + 1))


def W_direct(cascade, n1, n2, coherent=True):
    Ii, L1, I, L2, If = cascade
    field1 = {M: vector_harmonic(L1, M, n1) for M in range(-L1, L1 + 1)}
    # The second photon is taken as electric, the first as magnetic.
    field2 = {M: np.cross(n2, vector_harmonic(L2, M, n2))
              for M in range(-L2, L2 + 1)}
    total = 0.0
    for mi in sublevels(Ii):
        for mf in sublevels(If):
            paths = [np.zeros((3, 3), complex)]
            for m in sublevels(I):
                M1, M2 = int(mi - m), int(m - mf)
                if abs(M1) <= L1 and abs(M2) <= L2:
                    c = cg(I, m, L1, M1, Ii, mi) * cg(If, mf, L2, M2, I, m)
                    paths.append(c * np.outer(field1[M1], field2[M2]))
            if coherent:
                total += np.sum(abs(sum(paths)) ** 2)
            else:
                total += sum(np.sum(abs(p) ** 2) for p in paths)
    return total * (4 * np.pi) ** 2 / float(2 * Ii + 1)


# Calculation with the axis along photon 1, from sublevel populations.
def d_squared(L, theta):
    """Squared rotation matrix; row and column index is L minus projection."""
    m = np.arange(L, -L - 1, -1)
    raising = np.diag(np.sqrt(L * (L + 1) - m[1:] * (m[1:] + 1)), 1)
    Jy = (raising - raising.T) / 2j
    return abs(expm(-1j * theta * Jy)) ** 2


def population(cascade, m):
    Ii, L1, I = cascade[:3]
    return float((2 * L1 + 1) / (2 * (2 * Ii + 1))) * sum(
        cg(I, m, L1, lam, Ii, m + lam) ** 2 for lam in (1, -1))


def pattern(cascade, m, theta):
    I, L2, If = cascade[2:]
    d2 = d_squared(L2, theta)
    return (2 * L2 + 1) / 2 * sum(
        cg(If, m - M, L2, M, I, m) ** 2 * (d2[L2 - M, L2 - 1] + d2[L2 - M, L2 + 1])
        for M in range(-L2, L2 + 1))


def B(k, I, m):
    return (np.sqrt(float((2 * k + 1) * (2 * I + 1))) * sign(I - m)
            * three_j(I, I, k, m, -m, 0))


S = sp.Integer
dipole = (S(0), 1, S(1), 1, S(0))
quadrupole = (S(4), 2, S(2), 2, S(0))
spin_half = (3 * HALF, 1, HALF, 1, HALF)
cascades = [dipole, quadrupole, (S(3), 1, S(2), 2, S(1)),
            (5 * HALF, 2, 3 * HALF, 1, HALF), spin_half]
rng = np.random.default_rng(7)
angles = [0.0, 0.4, 1.1, 2.3]

# Helicity pattern against the explicit field, and its Legendre expansion.
for L in (1, 2, 3):
    for theta in angles:
        n = np.array([np.sin(theta), 0.0, np.cos(theta)])
        d2 = d_squared(L, theta)
        for M in range(-L, L + 1):
            intensity = np.sum(abs(vector_harmonic(L, M, n)) ** 2)
            helicity_sum = d2[L - M, L - 1] + d2[L - M, L + 1]
            assert abs(intensity - (2*L+1)/(8*np.pi) * helicity_sum) < 1e-11
            for lam in (1, -1):
                series = sign(M - lam) * sum(
                    (2*k+1) * three_j(L, L, k, M, -M, 0)
                    * three_j(L, L, k, lam, -lam, 0)
                    * eval_legendre(k, np.cos(theta)) for k in range(2*L+1))
                assert abs(series - d2[L - M, L - lam]) < 1e-11

largest_error = 0.0
for case in cascades:
    Ii, L1, I, L2, If = case
    ms = sublevels(I)
    assert abs(sum(population(case, m) for m in ms) - 1) < 1e-12
    # Recoupling sum for the second transition.
    for k in even_ranks(I, L2):
        six = float(wigner_6j(L2, L2, k, I, I, If))
        for m in ms:
            left = sum(sign(L2 - M) * three_j(L2, L2, k, M, -M, 0)
                       * three_j(If, L2, I, m - M, M, -m) ** 2
                       for M in range(-L2, L2 + 1))
            right = (sign(If + L2 + I) * sign(I - m)
                     * three_j(I, I, k, m, -m, 0) * six)
            assert abs(left - right) < 1e-12
    # Orientation left by the first photon.
    for k in even_ranks(I):
        moment = sum(population(case, m) * B(k, I, m) for m in ms)
        expected = float(F_exact(k, L1, Ii, I)) if k <= 2 * L1 else 0.0
        assert abs(moment - expected) < 1e-12
    # Pattern of the second photon from each sublevel.
    for theta in angles:
        patterns = [pattern(case, m, theta) for m in ms]
        assert abs(np.mean(patterns) - 1) < 1e-11
        for m, value in zip(ms, patterns):
            series = sum(B(k, I, m) * float(F_exact(k, L2, If, I))
                         * eval_legendre(k, np.cos(theta))
                         for k in even_ranks(I, L2))
            assert abs(series - value) < 1e-11
    # Complete correlation for arbitrary directions of both photons.
    for trial in range(5):
        n1, n2 = rng.normal(size=(2, 3))
        n1, n2 = n1 / np.linalg.norm(n1), n2 / np.linalg.norm(n2)
        error = abs(W_direct(case, n1, n2) - W_series(case, n1 @ n2))
        largest_error = max(largest_error, error)
assert largest_error < 1e-10
assert abs(W_series(spin_half, 0.3) - 1) < 1e-12

# Exact polynomials for the two named cascades.
c = sp.symbols("c")
targets = [("0-1-0", dipole, 1 + c**2),
           ("4-2-0", quadrupole, 1 + c**2 / 8 + c**4 / 24)]
for name, case, target in targets:
    Ii, L1, I, L2, If = case
    poly = sp.expand(sum(sp.simplify(F_exact(k, L1, Ii, I) * F_exact(k, L2, If, I))
                         * sp.legendre(k, c) for k in even_ranks(I, L1, L2)))
    prefactor = sp.simplify(poly.subs(c, 0))
    assert sp.simplify(poly - prefactor * target) == 0
    print(f"Cascade {name}, L1 = {L1}, L2 = {L2} (all values dimensionless)")
    print(f" W = {prefactor} * ({sp.expand(poly / prefactor)}), c = cos(theta)")
    for k in even_ranks(I, L1, L2)[1:]:
        F1, F2 = F_exact(k, L1, Ii, I), F_exact(k, L2, If, I)
        print(f" k={k}: 3j(L L k;1 -1 0) = {three_j(L1, L1, k, 1, -1, 0):.6f}")
        print(f"  6j first = {float(wigner_6j(L1, L1, k, I, I, Ii)):.6f},"
              f" 6j second = {float(wigner_6j(L2, L2, k, I, I, If)):.6f}")
        print(f"  F first = {float(F1):.6f}, F second = {float(F2):.6f},"
              f" product = {sp.simplify(F1 * F2)} = {float(F1 * F2):.6f}")
    for m in sublevels(I):
        if m >= 0:
            print(f" |m|={m}: population of each = {population(case, m):.6f},"
                  f" w_m(0 deg) = {pattern(case, m, 0.0):.4f},"
                  f" w_m(90 deg) = {pattern(case, m, np.pi / 2):.4f}")
    for degrees in (0, 45, 90, 135, 180):
        print(f" W({degrees} deg) = {W_series(case, np.cos(np.radians(degrees))):.6f}")
    print(f" W(180 deg)/W(90 deg) = {W_series(case, -1.0) / W_series(case, 0.0):.6f}")

# Effect of discarding coherences when neither photon lies along the axis.
x_axis, y_axis = np.array([1.0, 0.0, 0.0]), np.array([0.0, 1.0, 0.0])
print("0-1-0 with both photons perpendicular to the quantization axis")
for label, second in (("0", x_axis), ("90", y_axis)):
    full = W_direct(dipole, x_axis, second)
    reduced = W_direct(dipole, x_axis, second, coherent=False)
    assert abs(full - reduced) > 0.1
    print(f" {label} deg: W coherent = {full:.4f}, coherences dropped = {reduced:.4f}")
print(f"Largest |direct - series| over {5 * len(cascades)} direction pairs"
      f" below 1e-10: {largest_error < 1e-10}")
print("verified")
```

Printed output:

```
Cascade 0-1-0, L1 = 1, L2 = 1 (all values dimensionless)
 W = 3/4 * (c**2 + 1), c = cos(theta)
 k=2: 3j(L L k;1 -1 0) = 0.182574
  6j first = 0.333333, 6j second = 0.333333
  F first = 0.707107, F second = 0.707107, product = 1/2 = 0.500000
 |m|=0: population of each = 0.000000, w_m(0 deg) = 0.0000, w_m(90 deg) = 1.5000
 |m|=1: population of each = 0.500000, w_m(0 deg) = 1.5000, w_m(90 deg) = 0.7500
 W(0 deg) = 1.500000
 W(45 deg) = 1.125000
 W(90 deg) = 0.750000
 W(135 deg) = 1.125000
 W(180 deg) = 1.500000
 W(180 deg)/W(90 deg) = 2.000000
Cascade 4-2-0, L1 = 2, L2 = 2 (all values dimensionless)
 W = 20/21 * (c**4/24 + c**2/8 + 1), c = cos(theta)
 k=2: 3j(L L k;1 -1 0) = 0.119523
  6j first = 0.057143, 6j second = 0.200000
  F first = -0.170747, F second = -0.597614, product = 5/49 = 0.102041
 k=4: 3j(L L k;1 -1 0) = 0.159364
  6j first = 0.001587, 6j second = 0.200000
  F first = -0.008484, F second = -1.069045, product = 4/441 = 0.009070
 |m|=0: population of each = 0.238095, w_m(0 deg) = 0.0000, w_m(90 deg) = 0.0000
 |m|=1: population of each = 0.222222, w_m(0 deg) = 2.5000, w_m(90 deg) = 1.2500
 |m|=2: population of each = 0.158730, w_m(0 deg) = 0.0000, w_m(90 deg) = 1.2500
 W(0 deg) = 1.111111
 W(45 deg) = 1.021825
 W(90 deg) = 0.952381
 W(135 deg) = 1.021825
 W(180 deg) = 1.111111
 W(180 deg)/W(90 deg) = 1.166667
0-1-0 with both photons perpendicular to the quantization axis
 0 deg: W coherent = 1.5000, coherences dropped = 1.1250
 90 deg: W coherent = 0.7500, coherences dropped = 1.1250
Largest |direct - series| over 25 direction pairs below 1e-10: True
verified
```
